# Reflectivity fringes in solid-phase epitaxy: one per λ/(2n) of amorphous film: a program that tests the result

```python
"""
Result under test: reflectivity of an amorphous film on its crystal, at normal
incidence, oscillates once per thickness wavelength/(2*n_film) of film consumed.
This is exact for a transparent film. For an absorbing film the fringes are
damped, and like extrema approach the same spacing as the film gets thicker.

Symbols: film and crystal are complex indices n + i k, time factor exp(-i w t);
d is the amorphous thickness in nm; R is the reflected fraction of the power.
The reference curves come from the wave equation E'' + k0^2 N^2 E = 0 with
E and E' continuous, not from the closed reflection formula.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

WAVELENGTH = 633.0              # nm, red laser
K0 = 2 * np.pi / WAVELENGTH     # 1/nm
FILM = 4.8 + 0.5j               # hot amorphous silicon, rough
CRYSTAL = 4.1 + 0.06j           # hot crystalline silicon, rough
START = 300.0                   # nm, initial amorphous thickness
RATE = 1.0                      # nm/s, rough for (100) silicon near 600 C
OXIDE_INDEX = 1.46


def propagate_back(field, slope, q, thickness):
    """Carry E and E'/k0 from the bottom of a uniform layer to its top."""
    phase = K0 * q * thickness
    return (field * np.cos(phase) - slope * np.sin(phase) / q,
            field * q * np.sin(phase) + slope * np.cos(phase))


def reflectivity(d, film=FILM, crystal=CRYSTAL, oxide=0.0, angle=0.0):
    """Reflected power for s polarization, from field propagation."""
    s2 = np.sin(angle) ** 2
    q_air = np.cos(angle)
    q_film = np.sqrt(complex(film) ** 2 - s2)
    q_crystal = np.sqrt(complex(crystal) ** 2 - s2)
    q_oxide = np.sqrt(complex(OXIDE_INDEX) ** 2 - s2)
    field, slope = propagate_back(1.0, 1j * q_crystal, q_film, d)
    field, slope = propagate_back(field, slope, q_oxide, oxide)
    r = (1j * q_air * field - slope) / (1j * q_air * field + slope)
    return np.abs(r) ** 2


def reflectivity_by_integration(d, film, crystal):
    """Same quantity by stepwise integration of the wave equation."""
    def rhs(z, y):
        return [K0 * y[1], -K0 * film ** 2 * y[0]]
    sol = solve_ivp(rhs, (d, 0.0), np.array([1.0 + 0j, 1j * crystal]),
                    method="DOP853", rtol=1e-11, atol=1e-12)
    field, slope = sol.y[:, -1]
    return abs((1j * field - slope) / (1j * field + slope)) ** 2


def fresnel(film, crystal):
    return (1 - film) / (1 + film), (film - crystal) / (film + crystal)


def closed_formula(d, film, crystal):
    r01, r12 = fresnel(film, crystal)
    w = r12 * np.exp(2j * K0 * film * d)
    return np.abs((r01 + w) / (1 + r01 * w)) ** 2


def first_order(d, film, crystal):
    r01, r12 = fresnel(film, crystal)
    w = r12 * np.exp(2j * K0 * film * d)
    return abs(r01) ** 2 + 2 * np.real(np.conj(r01) * (1 - r01 ** 2) * w)


def extrema(curve, start, stop, h=0.02):
    """Positions where the numerical slope of a curve changes sign."""
    def slope(x):
        return (curve(x + h) - curve(x - h)) / (2 * h)
    grid = np.linspace(start, stop, int(2 * (stop - start)) + 2)
    values = slope(grid)
    hits = np.where(values[:-1] * values[1:] < 0)[0]
    return np.array([brentq(slope, grid[i], grid[i + 1], xtol=1e-11)
                     for i in hits])


# --- closed formula against direct integration of the wave equation ---
for film, crystal in [(FILM, CRYSTAL), (4.8, 4.1), (3.0 + 0.3j, 1.5 + 2j)]:
    for d in (17.0, 143.0):
        direct = reflectivity_by_integration(d, film, crystal)
        assert abs(direct - closed_formula(d, film, crystal)) < 1e-7
        assert abs(direct - reflectivity(d, film, crystal)) < 1e-7

# --- transparent film: exact period, one maximum and one minimum each ---
period = WAVELENGTH / (2 * FILM.real)
thickness = np.linspace(0.0, 200.0, 401)
for crystal in (4.1, 3.0, 1.5 + 2j):
    for oxide in (0.0, 2.0):
        def curve(d):
            return reflectivity(d, 4.8, crystal, oxide)
        assert np.allclose(curve(thickness), curve(thickness + period),
                           atol=1e-11)
        found = extrema(curve, 5.0, 5.0 + 5 * period)
        assert len(found) == 10
        assert np.allclose(found[2:] - found[:-2], period, atol=1e-6)

# the film index, not the crystal index, sets the spacing
other = extrema(lambda d: reflectivity(d, 3.5, 4.1), 5.0, 400.0)
assert np.allclose(other[2:] - other[:-2], WAVELENGTH / 7.0, atol=1e-6)

# no fringes when the interface does not reflect
assert np.ptp(reflectivity(thickness, 4.8, 4.8)) < 1e-12

# limits of the transparent fringe
clear = reflectivity(np.linspace(0, period, 2001), 4.8, 4.1)
clear_low = ((4.1 - 1) / (4.1 + 1)) ** 2
clear_high = ((4.8 ** 2 - 4.1) / (4.8 ** 2 + 4.1)) ** 2
assert abs(clear.min() - clear_low) < 1e-9
assert abs(clear.max() - clear_high) < 1e-6

# oblique incidence changes the period
tilt = np.radians(60.0)
tilted = extrema(lambda d: reflectivity(d, 4.8, 4.1, 0.0, tilt), 5.0, 400.0)
tilted_period = WAVELENGTH / (2 * np.sqrt(4.8 ** 2 - np.sin(tilt) ** 2))
assert np.allclose(tilted[2:] - tilted[:-2], tilted_period, atol=1e-6)

# --- absorbing film: first-order formula and its error ---
damping = np.exp(-2 * np.pi * FILM.imag / FILM.real)
window = np.linspace(200.0, 200.0 + period, 2001)
errors = [np.max(np.abs(reflectivity(x) - first_order(x, FILM, CRYSTAL)))
          for x in (window, window + period)]
assert abs(errors[1] / errors[0] / damping ** 2 - 1) < 0.05

# spacing error dies out by one damping factor per period
test_film, test_crystal = 3.0 + 0.3j, 1.5 + 2j
test_period = WAVELENGTH / (2 * test_film.real)
test_damping = np.exp(-2 * np.pi * test_film.imag / test_film.real)
deep = extrema(lambda d: reflectivity(d, test_film, test_crystal),
               5.0, 10 * test_period)
like = deep[::2]
spacing_error = np.diff(like) - test_period
ratio = spacing_error[-1] / spacing_error[-2]
assert abs(ratio / test_damping - 1) < 0.05

# --- worked example: thickness scan ---
r01, r12 = fresnel(FILM, CRYSTAL)
thick_limit = abs(r01) ** 2
positions = extrema(reflectivity, 2.0, START)
kappa = 4 * np.pi * FILM.real / WAVELENGTH
alpha = 4 * np.pi * FILM.imag / WAVELENGTH
delta = np.angle(np.conj(r01) * (1 - r01 ** 2) * r12)
lag = np.arctan(FILM.imag / FILM.real)
order = np.round((kappa * positions + delta + lag) / np.pi)
predicted = (order * np.pi - lag - delta) / kappa
position_error = np.max(np.abs(positions - predicted))
assert np.all(np.diff(order) == 1)
assert position_error < 0.3
absorption_shift = np.max(np.abs(positions[2:] - positions[:-2] - period))
assert absorption_shift < 0.003 * period

# --- worked example: time trace and recovered rate ---
def trace(t):
    return reflectivity(START - RATE * t)


times = extrema(trace, 1.0, (START - 2.0) / RATE)
maxima = np.array([t for t in times if trace(t) > thick_limit])
fringe_times = np.diff(maxima)
recovered = period / fringe_times
assert np.all(np.abs(recovered / RATE - 1) < 0.003)
wrong_rate = WAVELENGTH / (2 * CRYSTAL.real) / np.mean(fringe_times)

# --- sizes of neglected effects ---
coated = extrema(lambda d: reflectivity(d, oxide=2.0), 2.0, START)
oxide_shift = np.max(np.abs(coated[2:] - coated[:-2] - period))
oxide_level = reflectivity(START, oxide=2.0) - reflectivity(START)

SIGMA = 5.0
nodes, weights = np.polynomial.hermite.hermgauss(20)


def rough_curve(d):
    total = 0.0
    for x, weight in zip(nodes, weights):
        total = total + weight * reflectivity(d + np.sqrt(2) * SIGMA * x)
    return total / np.sqrt(np.pi)


smooth_pair = extrema(reflectivity, 200.0, START)[:2]
rough_pair = extrema(rough_curve, 200.0, START)[:2]
rough_factor = abs(np.diff(rough_curve(rough_pair))[0]
                   / np.diff(reflectivity(smooth_pair))[0])
rough_formula = np.exp(-(kappa ** 2 - alpha ** 2) * SIGMA ** 2 / 2)
assert abs(rough_factor / rough_formula - 1) < 0.01

small_tilt = np.radians(10.0)
tilt_change = FILM.real / np.sqrt(FILM.real ** 2 - np.sin(small_tilt) ** 2) - 1
index_error = 1 - FILM.real / (FILM.real + 0.1)
DENSITY_DEFICIT = 0.018         # amorphous relative to crystal, rough
crystal_gain = period * (1 - DENSITY_DEFICIT)
crystal_depth = WAVELENGTH / (4 * np.pi * CRYSTAL.imag)
ACTIVATION = 2.7                # eV, rough
TEMPERATURE = 873.0             # K
k_ev = constants.k / constants.e
rate_per_kelvin = np.exp(ACTIVATION / k_ev
                         * (1 / TEMPERATURE - 1 / (TEMPERATURE + 1))) - 1

# --- printed numbers ---
print(f"wavelength: {WAVELENGTH:.0f} nm")
print(f"amorphous index: {FILM.real:.2f} + {FILM.imag:.2f} i")
print(f"crystal index: {CRYSTAL.real:.2f} + {CRYSTAL.imag:.2f} i")
print(f"initial thickness: {START:.0f} nm; rate: {RATE:.2f} nm/s")
print(f"fringe period in thickness: {period:.2f} nm")
print(f"periods in initial film: {START / period:.2f}")
print(f"|r01|: {abs(r01):.4f}; |r12|: {abs(r12):.4f}")
print(f"fringe damping factor per period: {damping:.3f}")
print(f"R of bare crystal: {reflectivity(0.0):.4f}")
print(f"R of very thick amorphous film: {thick_limit:.4f}")
print(f"R at initial thickness: {reflectivity(START):.4f}")
print(f"transparent film (4.8 on 4.1), lowest R: {clear_low:.4f}")
print(f"transparent film (4.8 on 4.1), highest R: {clear_high:.4f}")
print("extrema of the trace: time s, thickness nm, R")
for t in times:
    kind = "max" if trace(t) > thick_limit else "min"
    print(f"  {kind} {t:7.2f} {START - RATE * t:7.2f} {trace(t):.4f}")
print(f"first fringe time (max to max): {fringe_times[0]:.3f} s")
print(f"last fringe time (max to max): {fringe_times[-1]:.3f} s")
print(f"rate from first fringe: {recovered[0]:.5f} nm/s")
print(f"rate from last fringe: {recovered[-1]:.5f} nm/s")
print(f"rate if crystal index is used: {wrong_rate:.3f} nm/s")
print(f"largest error of first-order positions: {position_error:.3f} nm")
print(f"largest spacing shift, absorption: {absorption_shift:.4f} nm")
print(f"spacing-error ratio, test film: {ratio:.4f}")
print(f"damping per period, test film: {test_damping:.4f}")
print(f"largest spacing shift with 2 nm oxide: {oxide_shift:.4f} nm")
print(f"change of R at start from 2 nm oxide: {oxide_level:.4f}")
print(f"fringe factor, 5 nm roughness, averaged: {rough_factor:.3f}")
print(f"fringe factor, 5 nm roughness, formula: {rough_formula:.3f}")
print(f"period change at 10 degrees: {100 * tilt_change:.3f} %")
print(f"rate error if index is 0.1 too high: {100 * index_error:.2f} %")
print(f"amorphous density deficit: {100 * DENSITY_DEFICIT:.1f} %")
print(f"crystal gained per fringe: {crystal_gain:.2f} nm")
print(f"intensity decay length in crystal: {crystal_depth:.0f} nm")
print(f"activation energy: {ACTIVATION:.1f} eV at {TEMPERATURE:.0f} K")
print(f"rate change for 1 K: {100 * rate_per_kelvin:.2f} %")
print("all tests passed")
```

Running it gives:

```
wavelength: 633 nm
amorphous index: 4.80 + 0.50 i
crystal index: 4.10 + 0.06 i
initial thickness: 300 nm; rate: 1.00 nm/s
fringe period in thickness: 65.94 nm
periods in initial film: 4.55
|r01|: 0.6584; |r12|: 0.0927
fringe damping factor per period: 0.520
R of bare crystal: 0.3696
R of very thick amorphous film: 0.4335
R at initial thickness: 0.4362
transparent film (4.8 on 4.1), lowest R: 0.3695
transparent film (4.8 on 4.1), highest R: 0.4870
extrema of the trace: time s, thickness nm, R
  max    8.41  291.59 0.4373
  min   41.38  258.62 0.4281
  max   74.35  225.65 0.4408
  min  107.32  192.68 0.4232
  max  140.29  159.71 0.4476
  min  173.25  126.75 0.4137
  max  206.23   93.77 0.4605
  min  239.18   60.82 0.3952
  max  272.18   27.82 0.4851
first fringe time (max to max): 65.938 s
last fringe time (max to max): 65.943 s
rate from first fringe: 0.99999 nm/s
rate from last fringe: 0.99991 nm/s
rate if crystal index is used: 1.171 nm/s
largest error of first-order positions: 0.013 nm
largest spacing shift, absorption: 0.0059 nm
spacing-error ratio, test film: 0.5317
damping per period, test film: 0.5335
largest spacing shift with 2 nm oxide: 0.0059 nm
change of R at start from 2 nm oxide: -0.0006
fringe factor, 5 nm roughness, averaged: 0.892
fringe factor, 5 nm roughness, formula: 0.894
period change at 10 degrees: 0.066 %
rate error if index is 0.1 too high: 2.04 %
amorphous density deficit: 1.8 %
crystal gained per fringe: 64.75 nm
intensity decay length in crystal: 840 nm
activation energy: 2.7 eV at 873 K
rate change for 1 K: 4.19 %
all tests passed
```
